\section*{Localised and shared electrons: the population balance of an atom}

\section*{Setting}

In the analysis of a metal--ligand bond, one asks how many electrons belong to an atom and how many of these are shared with each neighbour. This problem makes both questions precise for a closed-shell single determinant and applies the answer to titanium tetrachloride. Hartree atomic units are used throughout, and populations are numbers of electrons.

Let $\Psi$ be a normalised determinant of $N$ electrons. Its $N/2$ real, orthonormal spatial orbitals $\phi_i$ are each occupied by one electron of either spin. With $x=(\mathbf r,s)$ for position and spin, the density and the pair density are
\begin{align}
\rho(\mathbf r)&=N\sum_{s_1}\int|\Psi|^2\,dx_2\cdots dx_N,\\
\rho_2(\mathbf r,\mathbf r')&=N(N-1)\sum_{s_1,s_2}\int|\Psi|^2\,dx_3\cdots dx_N,
\end{align}
where $\mathbf r_1=\mathbf r$, $\mathbf r_2=\mathbf r'$, and $\int dx$ includes the spin sum. If electrons were distributed independently, apart from normalisation, $\rho_2$ would be a product of densities. The departure from the product is
\begin{equation}
F(\mathbf r,\mathbf r')=\rho(\mathbf r)\rho(\mathbf r')-\rho_2(\mathbf r,\mathbf r').
\end{equation}

Atoms are defined by weights $w_A(\mathbf r)\ge 0$ with $\sum_A w_A(\mathbf r)=1$ at every point. Weights of 0 or 1 give sharp atoms; fractional weights give fuzzy atoms. The population, the localisation index and the delocalisation index are
\begin{align}
N(A)&=\int w_A(\mathbf r)\rho(\mathbf r)\,d\mathbf r,\\
\lambda(A)&=\iint w_A(\mathbf r)w_A(\mathbf r')F(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r',\\
\delta(A,B)&=2\iint w_A(\mathbf r)w_B(\mathbf r')F(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r'\quad(A\ne B).
\end{align}
The factor 2 counts both orders of the pair, since $F$ is symmetric.

\section*{(a) Express $F$ through the orbitals}

\textbf{Solution.} Write the determinant with spin orbitals $\psi_a$ as
\begin{equation}
\Psi=\frac1{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\prod_{k=1}^N\psi_{P(k)}(x_k).
\end{equation}
Then $|\Psi|^2$ is a double sum over permutations $P$ and $Q$. For the density, integration over $x_2,\dots,x_N$ and orthonormality force $Q(k)=P(k)$ for $k\ge2$, hence $Q=P$. Each $a=P(1)$ occurs $(N-1)!$ times, and $N(N-1)!/N!=1$. Summing over spin gives
\begin{equation}
\rho(\mathbf r)=2\sum_i\phi_i(\mathbf r)^2 .
\end{equation}

For the pair density, integration over $x_3,\dots,x_N$ forces $Q(k)=P(k)$ for $k\ge3$. Either $Q=P$, or $Q$ has the first two labels exchanged, which gives a sign $-1$. Each ordered pair $a\ne b$ occurs $(N-2)!$ times, and $N(N-1)(N-2)!/N!=1$. Therefore
\begin{equation}
\rho_2=\sum_{s,s'}\sum_{a,b}\left[\psi_a(x)^2\psi_b(x')^2-\psi_a(x)\psi_b(x)\psi_a(x')\psi_b(x')\right].
\end{equation}
The terms $a=b$ may be included because their bracket is zero.

The first part is $\rho(\mathbf r)\rho(\mathbf r')$, so the second, with its sign reversed, is $F$. Put $\psi_a=\phi_i\sigma$ and $\psi_b=\phi_j\tau$. The sum over $s$ gives $\delta_{\sigma\tau}$, and so does the sum over $s'$. Two choices survive, $\sigma=\tau=\alpha$ and $\sigma=\tau=\beta$, so
\begin{equation}
F=2\sum_{ij}\phi_i(\mathbf r)\phi_j(\mathbf r)\phi_i(\mathbf r')\phi_j(\mathbf r')
=2\Big[\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')\Big]^2 .
\end{equation}
With the density matrix $\gamma(\mathbf r,\mathbf r')=2\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$ this is
\begin{equation}
F(\mathbf r,\mathbf r')=\tfrac12\gamma(\mathbf r,\mathbf r')^2\ge0 .
\end{equation}
In a determinant, only electrons of like spin are correlated, through antisymmetry.

\section*{(b) Reduce the three atomic quantities to overlaps}

\textbf{Solution.} Define the overlap of two orbitals within atom $A$,
\begin{equation}
S_{ij}(A)=\int w_A(\mathbf r)\phi_i(\mathbf r)\phi_j(\mathbf r)\,d\mathbf r=S_{ji}(A).
\end{equation}
In each term of $F$ the dependence on $\mathbf r$ and $\mathbf r'$ factorises, so each double integral becomes a product of two overlaps:
\begin{align}
N(A)&=2\sum_iS_{ii}(A),\\
\lambda(A)&=2\sum_{ij}S_{ij}(A)^2,\\
\delta(A,B)&=4\sum_{ij}S_{ij}(A)S_{ij}(B).
\end{align}
The 4 is the 2 of $F$ times the 2 in the definition of $\delta$. Since $F\ge0$ and the weights are non-negative, no $\delta(A,B)$ of a determinant is negative.

\section*{(c) Prove the population balance}

Show that
\begin{equation}
N(A)=\lambda(A)+\frac12\sum_{B\ne A}\delta(A,B),
\end{equation}
and find when an atom shares no electrons.

\textbf{Solution.} Because the weights add up to one and the orbitals are orthonormal,
\begin{equation}
\sum_BS_{ij}(B)=\int\Big[\sum_Bw_B\Big]\phi_i\phi_j\,d\mathbf r=\int\phi_i\phi_j\,d\mathbf r=\delta_{ij}.
\end{equation}
Here $\delta_{ij}$ is the Kronecker symbol. Insert the results of (b):
\begin{align}
\lambda(A)+\frac12\sum_{B\ne A}\delta(A,B)
&=2\sum_{ij}S_{ij}(A)^2+2\sum_{B\ne A}\sum_{ij}S_{ij}(A)S_{ij}(B)\nonumber\\
&=2\sum_{ij}S_{ij}(A)\sum_{B}S_{ij}(B)\nonumber\\
&=2\sum_{ij}S_{ij}(A)\delta_{ij}=2\sum_iS_{ii}(A)=N(A).
\end{align}
In the second line, $\lambda(A)$ supplies the missing term $B=A$. This proves the balance. The half appears because $\delta(A,B)$ belongs to a pair of atoms and is divided equally between them. The sum must run over all other atoms, bonded or not.

For the limit of no sharing, let $s_k$ be the eigenvalues of the matrix $S(A)$. For any unit vector $c$,
\begin{equation}
\sum_{ij}c_iS_{ij}(A)c_j=\int w_A\Big(\sum_ic_i\phi_i\Big)^2d\mathbf r
\end{equation}
lies between 0 and 1, and so does each $s_k$. The traces in (b) then give
\begin{equation}
N(A)-\lambda(A)=2\sum_k s_k(1-s_k).
\end{equation}
This vanishes if and only if each $s_k$ is 0 or 1. The occupied orbitals can then be rotated so that each lies wholly inside or wholly outside $A$, and $N(A)=2\sum_ks_k$ is an even integer.

A single electron pair between two atoms shows the range. If a fraction $p$ of the orbital density lies in $A$, then $N(A)=2p$, $\lambda(A)=2p^2$ and $\delta(A,B)=4p(1-p)$. The balance reads $2p^2+2p(1-p)=2p$. The index $\delta$ is 1 for equal sharing, $p=\tfrac12$, and falls to zero as the pair moves entirely to one atom.

\section*{(d) Relate the shared part to counting electrons}

For sharp atoms, find the variance of the number of electrons in $A$. What changes for fuzzy atoms?

\textbf{Solution.} The counting operator is $\hat N_A=\sum_kw_A(\mathbf r_k)$, with mean $N(A)$. In its square, the terms with equal electron labels give a density integral, and the others give a pair-density integral:
\begin{align}
\langle\hat N_A^2\rangle&=\int w_A^2\rho\,d\mathbf r+\iint w_A(\mathbf r)w_A(\mathbf r')\rho_2\,d\mathbf r\,d\mathbf r'\nonumber\\
&=\int w_A^2\rho\,d\mathbf r+N(A)^2-\lambda(A).
\end{align}
The second line uses $\rho_2=\rho\rho-F$. Hence
\begin{equation}
\mathrm{Var}(\hat N_A)=\int w_A^2\rho\,d\mathbf r-\lambda(A).
\end{equation}
For sharp atoms $w_A^2=w_A$, and the variance is $N(A)-\lambda(A)=\tfrac12\sum_{B\ne A}\delta(A,B)$. For fuzzy atoms $w_A^2\le w_A$, so half the sum of delocalisation indices is an upper bound to the variance.

A small model allows direct counting. Four electrons occupy the two lowest orbitals of a nine-site chain. The coupling between neighbours is $-1$, and the site energies are $0,-0.8,0.1,0.3,-1.2,0.2,0,-0.5,0.4$. Sites 1--3, 4--6 and 7--9 are atoms 1, 2 and 3. Summing over the explicit four-electron wave function gives $N(1)=1.77418$ and a count variance of 0.23893. The indices are $\lambda(1)=1.53525$, $\delta(1,2)=0.24604$ and $\delta(1,3)=0.23183$, so
\begin{equation}
\tfrac12(0.24604+0.23183)=0.23893,\qquad 1.53525+0.23893=1.77418 .
\end{equation}

\section*{(e) Decide what depends on the single determinant}

Does the balance survive in a correlated state? What happens if $\tfrac12\gamma^2$ is still used for $F$?

\textbf{Solution.} For any normalised state of $N$ electrons, integrating $\rho_2$ over the second electron removes that electron and leaves the density with the factor $N-1$:
\begin{equation}
\int\rho_2(\mathbf r,\mathbf r')\,d\mathbf r'=(N-1)\rho(\mathbf r).
\end{equation}
Since $\int\rho\,d\mathbf r'=N$,
\begin{equation}
\int F(\mathbf r,\mathbf r')\,d\mathbf r'=N\rho(\mathbf r)-(N-1)\rho(\mathbf r)=\rho(\mathbf r).
\end{equation}
Multiply by $w_A(\mathbf r)$, insert $\sum_Bw_B(\mathbf r')=1$, and integrate over $\mathbf r$. The term $B=A$ is $\lambda(A)$, and every other term is $\tfrac12\delta(A,B)$. The balance therefore holds for the true pair density of any such state. The determinant is needed for the orbital formulas in (b).

In a correlated state the density matrix has natural orbitals $\chi_i$ with occupations $n_i$ between 0 and 2, $\gamma=\sum_in_i\chi_i(\mathbf r)\chi_i(\mathbf r')$. Orthonormality gives
\begin{equation}
\tfrac12\int\gamma(\mathbf r,\mathbf r')^2d\mathbf r'=\tfrac12\sum_in_i^2\chi_i(\mathbf r)^2 .
\end{equation}
The density is $\sum_in_i\chi_i^2$, so the determinant formula misses
\begin{equation}
\Delta(A)=\sum_i\left(n_i-\tfrac12n_i^2\right)S_{ii}(A),
\end{equation}
with overlaps now taken between natural orbitals. Every coefficient is non-negative and vanishes at $n_i=0$ or 2. The shortfall is thus zero for a closed-shell determinant.

In the chain, let a second determinant, with the pair of orbital 2 moved to orbital 3, enter with weight 0.10 and amplitude of opposite sign. The occupations are 2, 1.8 and 0.2. Each of the last two gives a coefficient of 0.18, so the total shortfall is 0.36. The explicit wave function gives 0.152, 0.051 and 0.156 for the three atoms, which add up to 0.36 within rounding.

\section*{(f) Draw up the balance for titanium tetrachloride}

Take a free tetrahedral TiCl$_4$ molecule with a Ti--Cl distance of 4.10 bohr. Use restricted Hartree--Fock with density fitting in the def2-SVP basis. Compare two placements of the Ti--Cl boundary.

\textbf{Solution.} The 90 electrons fill 45 orbitals. The atoms are Becke cells: each pair of nuclei has a smooth step function equal to one half at a chosen boundary, an atom's cell is the product of its steps, and the cells are divided by their sum. The step is built from Becke's polynomial $\tfrac32\nu-\tfrac12\nu^3$ applied three times; more applications make it steeper. In the first partition the Ti--Cl boundary is at the density minimum on the bond line, 1.92 bohr from titanium. After the product and the division, the titanium and chlorine weights on the bond line are equal slightly further out, at 1.94 bohr. These are fuzzy atoms, not the sharp basins bounded by zero-flux surfaces of the density.

The indices are $\delta(\mathrm{Ti,Cl})=1.2130$ and $\delta(\mathrm{Cl,Cl'})=0.1096$. Four decimals are kept to show the bookkeeping; the chemical meaning is much coarser. With the same boundary, applying the step polynomial two, three, four or five times gives $\delta(\mathrm{Ti,Cl})=1.54$, 1.21, 1.05 or 0.97 and a titanium charge of $+1.02$, $+1.57$, $+1.82$ or $+1.92$. The basis is not converged either: in def2-TZVP the density minimum moves to 1.88 bohr, $\delta(\mathrm{Ti,Cl})$ to 1.14, $\lambda(\mathrm{Ti})$ to 17.93 and the titanium charge to $+1.80$; with the boundary held at 1.92 bohr, $\delta$ is 1.18 and the charge $+1.62$. Titanium has four equivalent neighbours:
\begin{equation}
\lambda(\mathrm{Ti})+\tfrac12\,4\,\delta(\mathrm{Ti,Cl})=17.9998+2.4261=20.4259 .
\end{equation}
The shared term is computed before $\delta$ is rounded. A chlorine atom has one titanium and three chlorine partners:
\begin{equation}
\lambda(\mathrm{Cl})+\tfrac12\left[\delta(\mathrm{Ti,Cl})+3\,\delta(\mathrm{Cl,Cl'})\right]=16.6227+0.7709=17.3935 ,
\end{equation}
again within rounding of the last digit. Direct integration of the density gives the same populations, with a largest difference of $2.5\times10^{-6}$ electrons, caused by the finite integration grid. Leaving out the three Cl$\cdots$Cl terms would make the chlorine balance short by 0.164 electrons, although no bond is drawn there.

The charges are $22-20.43=+1.57$ on titanium and $17-17.39=-0.39$ on each chlorine. The shared part, 2.43 electrons, is about 12\% of the titanium population. By (d), it is an upper bound to the variance of the fuzzy count, not the variance itself, which is 1.35 here.

In the second partition, with molecule and wave function held fixed, the boundary moves to the bond midpoint, 2.05 bohr from titanium. The balance becomes
\begin{equation}
18.2915+2.7372=21.0287,
\end{equation}
and holds equally well. The titanium charge drops to $+0.97$, while $\delta(\mathrm{Ti,Cl})$ rises to 1.37. Of the 0.60 electrons that titanium gains, 0.29 enter $\lambda$ and 0.31 enter the shared part. The value $\lambda(\mathrm{Ti})\approx18$ in the first partition equals the electron count of Ti$^{4+}$, but this agreement does not survive the change of boundary and is no evidence for such an ion. The balance is a consistency condition and cannot select the better partition.

\section*{(g) Judge the result for the real precursor}

How far might electron correlation move these numbers, and what remains untested?

\textbf{Solution.} TiCl$_4$ is a precursor for titanium oxide and nitride films. The Ti--Cl distance of 4.10 bohr was an input here and was not optimised. A real molecule breaks the single-determinant assumption. To size this, a second-order M{\o}ller--Plesset (MP2) density matrix was formed without orbital relaxation and with 25 core orbitals frozen. It places 0.69 electrons in orbitals that are empty in Hartree--Fock (0.87 in def2-TZVP). In the first partition, $N(\mathrm{Ti})$ rises from 20.43 to 20.55. The shortfall $\Delta$ of part (e) is 0.37 electrons for titanium and 0.24 for each chlorine. For titanium this is 1.8\% of the population, but 15\% of the Hartree--Fock shared part.

The density matrix alone does not fix the correlated $\delta$. The M\"uller approximation replaces the pair function by
\begin{equation}
F\approx\sum_{ij}\sqrt{n_in_j}\,\chi_i(\mathbf r)\chi_j(\mathbf r)\chi_i(\mathbf r')\chi_j(\mathbf r').
\end{equation}
Integration over $\mathbf r'$ leaves $i=j$ and returns $\rho(\mathbf r)$, so the balance is kept. It gives $\delta(\mathrm{Ti,Cl})=1.05$, lower than Hartree--Fock by 0.16, or 13\%.

The chain shows how little a correct balance guarantees. When the second determinant is added, the true $\delta(1,2)$ rises from 0.246 to 0.327, whereas the M\"uller value is 0.204: the change has the wrong sign. For $\delta(2,3)$ the true value falls from 0.527 to 0.408, and the M\"uller value, 0.317, falls too far. Reversing the sign of the second amplitude leaves $\gamma$ and the M\"uller values unchanged, but changes the true values to $\delta(1,2)=0.247$ and $\delta(2,3)=0.507$. The shift of $-0.16$ in TiCl$_4$ is therefore a result of the approximation used; by itself it establishes neither the size nor the sign of the true change.

Relaxation of the geometry, vibration and contact with a surface were not examined, and the shortfalls and M\"uller indices rest on the unrelaxed MP2 density in def2-SVP alone. Moving the boundary by 0.13 bohr changes the titanium charge by 0.60 (0.71 to 0.51 for two to five applications of the step polynomial), against 0.12 from the unrelaxed MP2 correction. The second figure is not a bound on the effect of correlation, because it omits the response of the orbitals: with that response included, MP2 raises $N(\mathrm{Ti})$ by about 0.29. A comparison of metal--ligand bonds between precursors should therefore hold the partition rule (both the boundary and the steepness of the step), the basis and the level of theory fixed. The numerical output below gives the remaining values.

\section*{Computed results}
\begin{verbatim}
LATTICE MODEL: 4 electrons, 9 sites, 3 sharp atoms
atom 1: N = 1.77418, lambda = 1.53525, count variance = 0.23893
atom 2: N = 1.72172, lambda = 1.33514, count variance = 0.38659
atom 3: N = 0.50410, lambda = 0.12462, count variance = 0.37948
delta(1,2), (1,3), (2,3) = 0.24604, 0.23183, 0.52713
two-determinant state, weight of main one = 0.90
  N of atoms 1,2,3 = [1.64669 1.73943 0.61387]
  shortfall of determinant formula = [0.15248 0.05103 0.15649]
  delta(1,2): true pair density 0.32708, Muller 0.20388
  delta(2,3): true pair density 0.40799, Muller 0.31673
TiCl4: RHF, density fitting, def2-SVP
Ti-Cl distance = 4.10 bohr
electrons = 90, occupied orbitals = 45
RHF energy = -2685.94893 hartree
density minimum at 1.9190 bohr from Ti
density there = 0.10088 electrons/bohr^3
partition: boundary at density minimum
  N(Ti) = 20.4259, N(Cl) = 17.3935
  charge Ti = 1.5741 e, Cl = -0.3935 e
  lambda(Ti) = 17.9998, lambda(Cl) = 16.6227
  delta(Ti,Cl) = 1.2130, delta(Cl,Cl') = 0.1096
  half sum of delta: Ti 2.4261, Cl 0.7709
  lambda + half sum: Ti 20.4259, Cl 17.3935
  largest identity residual = 2.5e-06 electrons
  largest orbital-overlap error = 1.1e-06
  Cl balance without Cl-Cl' terms is short by 0.1643
partition: equal radii
  N(Ti) = 21.0287, N(Cl) = 17.2428
  charge Ti = 0.9713 e, Cl = -0.2428 e
  lambda(Ti) = 18.2915, lambda(Cl) = 16.4264
  delta(Ti,Cl) = 1.3686, delta(Cl,Cl') = 0.0881
  half sum of delta: Ti 2.7372, Cl 0.8164
  lambda + half sum: Ti 21.0287, Cl 17.2428
  largest identity residual = 2.5e-06 electrons
  largest orbital-overlap error = 1.1e-06
correlation estimate: unrelaxed MP2, density-minimum partition
  frozen core orbitals = 25
  electrons moved to virtual orbitals = 0.6894
  N(Ti) = 20.5452, N(Cl) = 17.3637
  shortfall of determinant formula: Ti 0.3743, Cl 0.2445
  Muller delta(Ti,Cl) = 1.0528, change from RHF = -0.1602
  Muller lambda(Ti) = 18.4396, lambda(Cl) = 16.6950
\end{verbatim}
